SOAP power spectra and the rotational average of the squared overlap

The SOAP power spectrum as a rotational average of the squared overlap

Take the twelve nearest neighbours of an atom in an fcc crystal and the twelve of an atom in an ideal hcp crystal, all at the model distance d = 2.5 Å, and put a Gaussian of width σ = 0.5 Å on each neighbour. Turn one cloud against another through all orientations and average their overlap integral. The result is 4.009196 Å³ for fcc against fcc, for fcc against hcp and for hcp against hcp. Average the square of the overlap instead and the three pairs separate: 16.8802, 16.6290 and 16.5500 Å⁶. The first average is blind to the angles between bonds and the second is not. The theorem below gives both averages in closed form.

Setting and conventions

The algebra is in atomic units (ħ = 1, lengths in bohr); every formula is homogeneous in length, so numbers are given in Å. The central atom is at the origin. Its neighbour density ρ(r) is real and square integrable. From Lemma 6 on it is

ρ(r) = Σ_i w_i exp(−|r − r_i|²/2σ²),

with real weights w_i, in practice a smooth cutoff function of |r_i|. The central atom is left out; a Gaussian on it would be spherical and would enter only the l = 0 terms.

The g_n(r) are real radial functions, complete and orthonormal: ∫ r² g_n g_n' dr = δ_nn'. The Y_lm are the orthonormal, complete spherical harmonics with the Condon–Shortley phase. With L = −i r×∇ and L_± = L_x ± iL_y they obey L²Y_lm = l(l+1)Y_lm, L_z Y_lm = mY_lm and L_+Y_lm = a_m Y_l,m+1 with a_m = √(l(l+1) − m(m+1)). Also Y_l,−m = (−1)^m Y*_lm, Y_lm(−r̂) = (−1)^l Y_lm(r̂), and Y_l0 = √((2l+1)/4π) P_l(cos θ), while Y_lm vanishes on the z axis for m ≠ 0. Then

ρ(r) = Σ_nlm c_nlm g_n(r) Y_lm(r̂),   c_nlm = ∫ g_n Y*_lm ρ d³r.

Rotations are active, R = Z(α)Y(β)Z(γ), where Z(t) and Y(t) turn vectors by t about the fixed z and y axes. They act on functions by (U(R)f)(r) = f(R⁻¹r), which moves a Gaussian from b to Rb because |R⁻¹r − b| = |r − Rb|. The overlap of two densities is

S(R) = ∫ ρ(r) ρ'(R⁻¹r) d³r.

Theorem. Let dR be the invariant measure on SO(3) of total volume 1. Define the power spectrum

p_nn'l = (2l+1)^(−1/2) Σ_m c*_nlm c_n'lm,

and p' likewise from c'. Then

(a) ∫ dR S(R) = Σ_n c*_n00 c'_n00,

(b) k(ρ,ρ') ≡ ∫ dR S(R)² = Σ_nn'l p_nn'l p'*_nn'l.

Lemma 1 (Haar measure). For 0 ≤ α, γ < 2π and 0 ≤ β ≤ π, the measure dR = sin β dα dβ dγ / 8π² has unit volume, and ∫ dR f(QR) = ∫ dR f(RQ) = ∫ dR f(R) for every fixed rotation Q.

Proof. The vector Rẑ = (sin β cos α, sin β sin α, cos β) fixes α and β, and (Z(α)Y(β))⁻¹R leaves ẑ in place, so it is a Z(γ). The angles thus cover the group once, except on the null set β = 0, π.

Differentiating RᵀR = 1 shows that Rᵀ dR is antisymmetric, so it equals [ω×], the matrix of v → ω×v, for some vector ω linear in dα, dβ, dγ. Two facts give ω. A rotation R_n(t) about a fixed unit vector n obeys dR_n/dt = R_n [n×]. And Qᵀ[n×]Q = [(Qᵀn)×], since a proper rotation carries cross products into cross products. Hence

Rᵀ ∂R/∂γ = [ẑ×],

Rᵀ ∂R/∂β = Z(γ)ᵀ[ŷ×]Z(γ) = [e_β×],   e_β = Z(γ)ᵀŷ = (sin γ, cos γ, 0),

Rᵀ ∂R/∂α = Z(γ)ᵀY(β)ᵀ[ẑ×]Y(β)Z(γ) = [e_α×],

where Y(β)ᵀẑ = (−sin β, 0, cos β) gives e_α = (−sin β cos γ, sin β sin γ, cos β). So ω = J dθ with θ = (α, β, γ) and J the matrix of columns e_α, e_β, ẑ. Its determinant is the z component of e_α × e_β:

det J = −sin β cos²γ − sin β sin²γ = −sin β.

Under R → R' = QR, R'ᵀdR' = RᵀQᵀQ dR = RᵀdR, so J(θ')dθ' = J(θ)dθ, and taking determinants gives |det J(θ')| d³θ' = |det J(θ)| d³θ. Under R' = RQ, R'ᵀdR' = Qᵀ[ω×]Q, so ω' = Qᵀω, and det Qᵀ = 1 gives the same conclusion. The volume is 2π × 2 × 2π = 8π². Any other left-invariant density would be h(R) dR with h(QR) = h(R) for all Q, so h is constant and the measure is unique. ∎

Lemma 2 (Wigner matrices). There are unitary matrices D^l(R) of dimension 2l+1 with

Y_lm(R⁻¹r̂) = Σ_m' Y_lm'(r̂) D^l_m'm(R),   D^l(R₁)D^l(R₂) = D^l(R₁R₂),

and D^l(R_n(t)) = exp(−it n·L^l), where L^l are the matrices of L in the basis Y_lm. The coefficients of U(R)ρ are Σ_m' D^l_mm'(R) c_nlm'.

Proof. U(R) preserves scalar products because d³r is invariant. It commutes with ∇² and with every operator in r alone, and ∇² = r⁻² ∂_r r² ∂_r − L²/r², so it commutes with L² and maps the span of the Y_lm of one l into itself. D^l is its matrix there and is unitary. Next, (U(R₁)U(R₂)f)(r) = (U(R₂)f)(R₁⁻¹r) = f(R₂⁻¹R₁⁻¹r), so U(R₁)U(R₂) = U(R₁R₂), and

U(R₁)U(R₂)Y_lm = Σ_m' U(R₁)Y_lm' D^l_m'm(R₂) = Σ_m''m' Y_lm'' D^l_m''m'(R₁) D^l_m'm(R₂)

gives the product rule. For small t, R_n(t)⁻¹r = r − t n×r, so the derivative of f(R_n⁻¹r) at t = 0 is −(n×r)·∇f = −n·(r×∇)f = −i n·L f. Since R_n(t+s) = R_n(t)R_n(s), dD/dt = −i n·L^l D for all t, which integrates to the exponential. In particular D^l = exp(−iαL_z) exp(−iβL_y) exp(−iγL_z) and D⁰ = 1. Inserting the transformation of Y_lm in the expansion of ρ(R⁻¹r) and collecting the factor of g_n Y_lm gives the last statement. ∎

Lemma 3 (Schur). If a (2l+1)×(2l'+1) matrix M obeys D^l(Q)M = M D^l'(Q) for all Q, then M = 0 for l ≠ l' and M = λ1 for l = l'.

Proof. Put Q = R_n(t) and differentiate at t = 0: L^l_j M = M L^l'_j for j = x, y, z. Applying this twice and summing over j gives l(l+1)M = l'(l'+1)M, so M = 0 unless l = l'. For l = l', the z relation reads (m − m')M_mm' = 0, so M is diagonal. The element (m+1, m) of L_+M = ML_+ reads a_m M_mm = M_m+1,m+1 a_m, and a_m ≠ 0 for −l ≤ m < l, so all diagonal elements are equal. ∎

Lemma 4 (orthogonality).

∫ dR D^l_mm'(R) D^l'*_μμ'(R) = δ_ll' δ_mμ δ_m'μ' / (2l+1).

Proof. For any (2l+1)×(2l'+1) matrix X let M = ∫ dR D^l(R) X D^l'(R)†. The product rule and left invariance give

D^l(Q) M D^l'(Q)† = ∫ dR D^l(QR) X D^l'(QR)† = M,

and multiplying by D^l'(Q) on the right gives the hypothesis of Lemma 3. So M = δ_ll' λ1. For l = l' the trace gives (2l+1)λ = ∫ dR tr(D†D X) = tr X, by cyclicity, unitarity and unit volume. Choose X with a single entry 1 at row m', column μ'. Then M_mμ = ∫ dR D^l_mm' (D^l'†)_μ'μ, which is the left side, and tr X = δ_m'μ'. ∎

Proof of the theorem. Since ρ is real, write ρ* for ρ in S, use Lemma 2 for the coefficients of U(R)ρ', and use orthonormality of g_n Y_lm:

S(R) = Σ_nl Σ_mm' c*_nlm D^l_mm'(R) c'_nlm'.   (1)

Let P project on n ≤ N, l ≤ L, and let S_P be (1) so truncated. P commutes with U(R), which mixes only m, so S − S_P = ⟨(1−P)ρ, U(R)(1−P)ρ'⟩ and |S − S_P| ≤ ‖(1−P)ρ‖ ‖(1−P)ρ'‖ for every R. Completeness sends the bound to zero uniformly in R, so it suffices to treat finite sums and pass to the limit.

For (a), Lemma 4 with l' = 0 and D⁰ = 1 gives ∫ dR D^l_mm' = δ_l0, and only the l = 0 terms of (1) survive.

For (b), S is real, so S² = S S*, with a second set of indices n', l', μ, μ' in S*:

∫ dR S S* = Σ c*_nlm c'_nlm' c_n'l'μ c'*_n'l'μ' ∫ dR D^l_mm' D^l'*_μμ'.

Lemma 4 sets l' = l, μ = m, μ' = m' and leaves n and n' free:

k = Σ_nn'l (2l+1)⁻¹ [Σ_m c*_nlm c_n'lm] [Σ_m' c'_nlm' c'*_n'lm'].   (2)

The first bracket is (2l+1)^(1/2) p_nn'l and the second is (2l+1)^(1/2) p'*_nn'l, which proves (b) for finite sums. The limit converges absolutely: for fixed l the matrix p_l is a Gram matrix, Hermitian with eigenvalues ≥ 0, so Σ_nn' |p_nn'l|² ≤ (tr p_l)², and Σ_l tr p_l ≤ Σ_nlm |c_nlm|² = ‖ρ‖². Thus p and p' are square-summable vectors. ∎

Remark 1 (why the square). Part (a) contains only the spherical averages of the two densities, so the first power compares radial distributions. In the square the two copies of D^l share one rotation, and the average ties m to μ within ρ and m' to μ' within ρ'. A group integral that involves both environments becomes a scalar product of vectors computed for each separately.

Remark 2 (the measure matters). Take one neighbour at distance d in each density. Lemma 7 below gives S = (πσ²)^(3/2) exp(−x(1 − cos θ)), with θ the angle between a and Rb and x = d²/2σ². With a and b on z, θ = β, and

∫ dR S² = (πσ²)³ ½ ∫ exp(−2x(1−t)) dt = (πσ²)³ (1 − e^(−4x))/4x,

with t = cos β from −1 to 1. Right invariance gives the same value for b on the x axis. For the model values (πσ²)^(3/2) = 0.696041 Å³ and x = 12.5, so the average is 0.696041²/50 = 0.009689 Å⁶. The flat measure dα dβ dγ/4π³ differs from dR by the factor 2/(π sin β). It overweights β near 0, where the z–z pair overlaps, and underweights β near π/2, where the z–x pair overlaps (ẑ·Rx̂ = −sin β cos γ). Uniform sums over α and γ with Gauss–Legendre nodes in β give 0.038853 and 0.006299 Å⁶: the flat average depends on the arbitrary starting orientation. If sin β is kept but the volume is left at 8π² = 78.956835, k is multiplied by 8π² and the prefactor of p becomes √(8π²/(2l+1)) = π√(8/(2l+1)).

Proposition 5 (properties).
(i) p is unchanged when ρ is rotated or inverted.
(ii) For each l, p_l is real, symmetric, positive semidefinite and of rank at most 2l+1.
(iii) k = Σ_l k_l with k_l = (2l+1)⁻¹ Σ_mm' |Σ_n c*_nlm c'_nlm'|² ≥ 0.
(iv) For nonzero densities, K = k(ρ,ρ')/√(k(ρ,ρ)k(ρ',ρ')) lies in [0, 1], and √(2 − 2K) is the Euclidean distance between p/|p| and p'/|p'|.

Proof. (i) Under c → Dc the sum over m becomes c†D†Dc = c†c. Under inversion c_nlm → (−1)^l c_nlm, and p contains the factor twice. (ii) For real ρ and g_n, c_nl,−m = ∫ g_n (−1)^m Y_lm ρ d³r = (−1)^m c*_nlm. Then c_nlm c*_n'lm = c*_nl,−m c_n'l,−m, because the two signs cancel, and summing over m gives p* = p. A real Hermitian matrix is symmetric. For any v, Σ v*_n p_nn'l v_n' = (2l+1)^(−1/2) Σ_m |Σ_n c_nlm v_n|² ≥ 0, and p_l is a sum of 2l+1 matrices of rank one. (iii) Do the sums over n and n' first in (2). (iv) This is the Cauchy–Schwarz inequality for the real vectors p and p', with (iii) for the lower limit and |u − v|² = 2 − 2u·v for unit vectors. ∎

Remark 3 (what p cannot see). The spectrum is unchanged if the coefficients of each l are turned by a different rotation, so it does not record the relative orientation of different l, and K = 1 means p ∝ p', not congruence. A definite case is chirality. A reflection is an inversion followed by a rotation by π, so by (i) an environment and its mirror image have the same p, although only proper rotations were averaged. The cube can behave differently. By Lemma 7 the l = 1 part of one pair overlap is proportional to â·Rb̂, so S³ contains averages of (â₁·Rb̂₁)(â₂·Rb̂₂)(â₃·Rb̂₃), which change sign when all b̂ are inverted. They do not vanish identically, since ε_ikm ε_jln R_ij R_kl R_mn = 6 det R = 6 shows that ∫ dR R_ij R_kl R_mn is not zero. They can still cancel in the sum over atoms. For shells of one radius the l = 1 part of S is 3I_1 u·Rv with u = Σ w_i â_i and v = Σ w'_j b̂_j, and its cube averages to zero, so any difference there must involve higher l. For three atoms of unit weight at (1.5, 0.2, 0), (0.3, 2.0, 0.1) and (0.2, −0.4, 2.6) Å with σ = 0.5 Å, quadrature over Euler angles gives ∫ dR S³ = 0.1149 Å⁹ against the same environment and 0.1138 Å⁹ against its inverted image.

Remark 4 (the basis). A truncated sum is, by the proof, the exact kernel of the projected densities Pρ and Pρ'. For ρ' = ρ it is a partial sum of squares and approaches k from below. For ρ' ≠ ρ, (iii) makes it non-decreasing in L but gives no such guarantee in N. If the g_n have a real overlap matrix O_nν and c are the expansion coefficients, (1) acquires the factor O_nν between c*_n and c'_ν, and the same steps give k = Σ_l tr(p_l O p'_l O). The plain scalar product then is not the averaged squared overlap.

Lemma 6 (Gaussian densities). Define i_l(x) = ½ ∫ e^(xt) P_l(t) dt over −1 ≤ t ≤ 1, the modified spherical Bessel function. Then

c_nlm = Σ_i w_i R_nl(r_i) Y*_lm(r̂_i),

R_nl(a) = 4π ∫ r² g_n(r) exp(−(r² + a²)/2σ²) i_l(ra/σ²) dr,

p_nn'l = (√(2l+1)/4π) Σ_ij w_i w_j R_nl(r_i) R_n'l(r_j) P_l(r̂_i·r̂_j).

Proof. The sum A(u,v) = Σ_m Y*_lm(u)Y_lm(v) is unchanged when u and v are rotated together, by unitarity of D^l. Rotate u to ẑ; only m = 0 remains, and

Σ_m Y*_lm(u) Y_lm(v) = ((2l+1)/4π) P_l(u·v).   (3)

Since ∫ P_l² dt = 2/(2l+1), the Legendre series of the exponential is e^(xt) = Σ_l (2l+1) i_l(x) P_l(t). Write |r − a|² = r² + a² − 2ra r̂·â, take x = ra/σ², and use (3):

exp(−|r−a|²/2σ²) = 4π exp(−(r²+a²)/2σ²) Σ_lm i_l(ra/σ²) Y*_lm(â) Y_lm(r̂).

Projection on g_n Y_lm gives c. In p the sum over m is Σ_m Y_lm(r̂_i)Y*_lm(r̂_j), equal to (3), and (2l+1)^(−1/2)(2l+1)/4π = √(2l+1)/4π. ∎

Each term of p involves the centre and two neighbours through two distances and one angle. A site energy linear in p is therefore a three-body function, with two-body terms from i = j.

Lemma 7 (basis-free form). With atoms a_i in ρ and b_j in ρ', and I_l(a,b) = (πσ²)^(3/2) exp(−(a²+b²)/4σ²) i_l(ab/2σ²),

k_l = (2l+1) Σ_ii'jj' w_i w_i' w'_j w'_j' I_l(a_i,b_j) I_l(a_i',b_j') P_l(â_i·â_i') P_l(b̂_j·b̂_j').

For shells of N and N' atoms of unit weight at one radius d,

k_l = (2l+1) I_l² N² N'² q_l² q'_l²,   q_l² = N⁻² Σ_ij P_l(r̂_i·r̂_j),   ∫ dR S = N N' I_0,   (4)

where I_l = I_l(d,d) and q_l is the Steinhardt bond-order parameter.

Proof. The identity |r−a|² + |r−b|² = 2|r − (a+b)/2|² + |a−b|²/2 and ∫ exp(−r²/σ²) d³r = (πσ²)^(3/2) give

S(R) = (πσ²)^(3/2) Σ_ij w_i w'_j exp(−|a_i − Rb_j|²/4σ²) = Σ_l (2l+1) Σ_ij w_i w'_j I_l(a_i,b_j) P_l(â_i·Rb̂_j),

by the Legendre series with x = ab/2σ². From â·Rb̂ = R⁻¹â·b̂, (3) and Lemma 2,

P_l(â·Rb̂) = (4π/(2l+1)) Σ_mm' Y_lm(â) D^l_mm'(R) Y*_lm'(b̂).

Multiply by the conjugate of the same formula for l', â', b̂', apply Lemma 4, and use (3) on the sums over m and m'. The two factors (2l+1)/4π cancel the two prefactors:

∫ dR P_l(â·Rb̂) P_l'(â'·Rb̂') = δ_ll' P_l(â·â') P_l(b̂·b̂') / (2l+1).

The factor (2l+1)² from S² leaves 2l+1. By Lemma 4 the splitting of S into combinations of D^l elements is unique, so this k_l, the mean square of the l part, is the k_l of Proposition 5. For single shells I_l leaves the sums, which factorise, and the case l' = 0 gives ∫ dR P_l = δ_l0. ∎

Remark 5 (role of σ). P_l is orthogonal to t^j for j < l, so i_l(x) = O(x^l). For σ ≫ d only l = 0 survives in (4) and K → 1 for any two shells of equal radius. For large x, repeated integration by parts gives e^(−x) i_l(x) = (1/2x)[1 − P_l'(1)/x + …] up to terms in e^(−2x), and Legendre's equation at t = 1 gives P_l'(1) = l(l+1)/2. So I_l stays near I_0 while l(l+1) ≪ 2x = d²/σ² and has fallen to about a third of it by l ≈ d/σ (in Example 1, d/σ = 5 and I_5/I_0 = 0.29). As σ → 0 ever more l contribute, and delta-function densities, not being square integrable, fall outside the theorem.

Example 1: fcc and hcp shells

The parameters d = 2.5 Å, σ = 0.5 Å, w = 1, N = 12 are round model values; six decimals are kept because the differences of interest are small. The averages in the first paragraph come from the Gaussian form of S on a grid of 48 × 26 × 48 Euler angles, uniform in α and γ and Gauss–Legendre in cos β.

Here I_l = (πσ²)^(3/2) e^(−x) i_l(x) with x = 12.5. Direct integration gives i_0 = sinh x/x and i_1 = (cosh x − i_0)/x. Inserting (2l+1)P_l = P'_l+1 − P'_l−1 in the definition and integrating by parts, with P_l+1 − P_l−1 = 0 at t = ±1, gives i_l+1 = i_l−1 − (2l+1)i_l/x. With e^(−25) negligible,

I_0 = 0.696041/25 = 0.027842 Å³,   I_1 = (1 − 0.08) I_0 = 0.025614 Å³,   I_2 = I_0 − 0.24 I_1 = 0.021694 Å³.

By (4), with unrounded I_0, ∫ dR S = 144 I_0 = 4.009196 Å³ for any two shells of twelve at this radius. This is the first fact.

The fcc directions are (±1, ±1, 0)/√2 and their cyclic permutations. Among the 144 ordered pairs the cosines 1, ½, 0, −½, −1 occur 12, 48, 24, 48, 12 times. The hcp shell has six directions in a hexagon in the plane z = 0 and three above it at z component √(2/3), in-plane length 1/√3 and azimuths 30°, 150°, 270°, with their mirror images below. An upper and a lower atom have cosine 1/3 − 2/3 = −1/3 at equal azimuth (6 ordered pairs) and −1/6 − 2/3 = −5/6 otherwise (12). These replace six pairs at −1 and twelve at −½ of the fcc list; the other counts are the same.

The fcc list is symmetric in sign, so all odd q_l vanish. With P_2(½) = −1/8 and P_2(0) = −½, the sum for l = 2 is 24 − 12 − 12 = 0. With P_4(½) = −37/128, P_4(0) = 3/8, P_6(½) = 331/1024 and P_6(0) = −5/16,

q_4² = (24 − 96×37/128 + 24×3/8)/144 = 7/192,   q_4 = 0.19094,

q_6² = (24 + 96×331/1024 − 24×5/16)/144 = 169/512,   q_6 = 0.57452.

For hcp the replacement changes the sum by 12P_l(−5/6) + 6P_l(−1/3) − 12P_l(−½) − 6P_l(−1). This is −10 − 2 + 6 + 6 = 0 for l = 1 and 13/2 − 2 + 3/2 − 6 = 0 for l = 2. For l = 3 it is −85/36 + 22/9 − 21/4 + 6 = 5/6, so q_3² = 5/864 and q_3 = 0.07607. The same sums and (4) give the table (I_l in Å³, k_l in Å⁶; f = fcc, h = hcp; l = 1 and 2 vanish).

 l   q_f      q_h      I_l       k_ff       k_fh       k_hh
 0   1        1        0.027842  16.073654  16.073654  16.073654
 3   0        0.07607  0.016937  0          0          0.001394
 4   0.19094  0.09722  0.012210  0.036980   0.009587   0.002486
 5   0        0.25159  0.008146  0          0          0.060634
 6   0.57452  0.48476  0.005042  0.746493   0.531454   0.378360
 7   0        0.31081  0.002902  0          0          0.024454
 8   0.40391  0.31699  0.001559  0.022792   0.014038   0.008646
 9   0        0.13785  0.000783  0          0          0.000087
10   0.01286  0.01017  0.000369  0.000000   0.000000   0.000000
11   0        0.12337  0.000163  0          0          0.000003
12   0.60008  0.56498  0.000068  0.000313   0.000277   0.000246

For instance k_6 for fcc is 13 × 0.005042² × 12⁴ × 0.57452⁴ ≈ 0.75 Å⁶, and 0.746493 Å⁶ with unrounded I_6. The largest q of either shell beyond l = 0 in the table is q_12, yet I_12² makes its term small. The l = 0 term is 4.009196² = 16.073654 Å⁶, the squared mean of S, so the terms with l ≥ 1 sum to the variance of S over orientations. Summed to l = 30,

k_ff = 16.880233,   k_fh = 16.629011,   k_hh = 16.549966 Å⁶,

and the variances are 0.806579, 0.555357 and 0.476312 Å⁶. This is the second fact. With 1 bohr = 0.529177 Å, k_fh = 757.29 bohr⁶; with group volume 8π² it would read 1312.97 Å⁶. The normalised kernel is

K = 16.629011/√(16.880233 × 16.549966) = 0.994898,   √(2 − 2K) = 0.1010.

K is close to 1 because the common l = 0 term dominates. To first order in the variances over k_0, 1 − K ≈ |p − p'|²/2k_0 with |p − p'|² = k_ff + k_hh − 2k_fh = 0.172177 Å⁶. This gives 0.005356 against the exact 0.005102, too large by 5 % of the exact value. The shares of |p − p'|² are 0.061945 (l = 6), 0.060634 (l = 5), 0.024454 (l = 7) and 0.020291 Å⁶ (l = 4). The odd l, absent from k_fh, supply half of the separation through k_hh.

Truncation is shown with g_n = √(2/r_max) sin(nπr/r_max)/r, r_max = 6.5 Å, and R_nl by Gauss–Legendre quadrature. This set is complete on [0, r_max], and at r = r_max each Gaussian has fallen to e^(−32) or less. The errors below are relative to the full k_fh.

n_max  l_max  k_fh/Å⁶     error       K
  6      4    15.218196   −8.5×10⁻²   0.999326
  8      6    16.434377   −1.2×10⁻²   0.995738
 12      8    16.628533   −2.9×10⁻⁵   0.994901
 16     12    16.629010   −7.3×10⁻⁸   0.994898

The sign follows from Lemma 6: for shells of one radius p_nn'l ∝ R_nl(d)R_n'l(d), so the truncated k_l is (4) with I_l replaced by Σ_n R_nl(d)²/4π, which grows with n_max. In the first row the cut at l = 4 leaves at most 16.073654 + 0.009587 = 16.083241 Å⁶, a loss of 3.3 %, and the rest is radial. For l = 0, r exp(−(r²+d²)/2σ²) i_0(rd/σ²) = (σ²/2d)[exp(−(r−d)²/2σ²) − exp(−(r+d)²/2σ²)], whose sine transform is proportional to sin(κd) exp(−κ²σ²/2); with κ = nπ/r_max the radial loss of this dominant term falls as a Gaussian in n_max. The first row also puts K much closer to 1, since l = 5, 6, 7, which carry most of |p − p'|², are dropped.

Proposition 8 (several species). Let ρ^s be the density of species s, and let only like species overlap: S = Σ_s ∫ ρ^s(r) ρ'^s(R⁻¹r) d³r. Then

k = Σ_st Σ_nn'l p^st_nn'l p'^st*_nn'l,   p^st_nn'l = (2l+1)^(−1/2) Σ_m c^s*_nlm c^t_n'lm.

Proof. Equation (1) holds with the sum over n replaced by a sum over the pair (s, n), and the proof of (b) uses nothing else about that index. ∎

The blocks s ≠ t are the averages of S_s S_t. Dropping them leaves ∫ dR Σ_s S_s², also invariant but not the average of S².

Example 2: two orderings of 4 A and 8 B

Both shells use the fcc sites above. In the first, as around an A atom in the L1₀ structure with c/a = 1, the four sites with z = 0 hold A. In the second, the four sites with z > 0 hold A. Ignoring species, the shells coincide and K = 1. With species, Proposition 8 in the same radial basis with n_max = 32 and l_max = 30 gives

k(L1₀, L1₀) = 5.971561,   k(L1₀, cap) = 5.407367,   k(cap, cap) = 5.849080 Å⁶,

K = 5.407367/√(5.971561 × 5.849080) = 0.914952,

and k(L1₀, cap) = 246.25 bohr⁶. The mean of S is (4×4 + 8×8) I_0 = 80 I_0 for all three pairs, so the common l = 0 term is (80 × 0.027842)² = 4.961 Å⁶ and the variances are 1.011, 0.446 and 0.888 Å⁶. These are a larger part of k than in Example 1 and differ more from one another, which puts K further below 1. The AA and BB blocks alone give 3.694090 Å⁶, a fraction 0.6832 of k(L1₀, cap). At l = 0 that fraction is (16² + 64²)/80² = 0.68 exactly, and for the terms with l ≥ 1 it is (3.694090 − 0.68 × 4.961)/0.446 = 0.72. These terms make up 8 % of k(L1₀, cap), so the total stays near 0.68.
